**Logarithmic Newton iteration and complementarity for gas-solid equilibrium**

The program minimises the Gibbs energy of an ideal gas and one pure solid by damped Newton iteration in x_i = ln n_i, where n_i are gas amounts, s is the solid amount and π holds the element potentials divided by RT. The sign of σ = g_s − c·π in the gas-only solution decides whether the solid is present; g_s is its standard potential divided by RT and c its atom content. The program asserts agreement with nested scalar mass-action equations for both worked feeds, the signs and solid amounts of an eight-point feed scan, and both deposition boundaries. It also asserts that the eliminated Newton direction agrees with a finite-difference Jacobian in the amounts, that the reduced matrix has the predicted eigenvalue signs, and that local convergence is second order. Further assertions cover the descent slope, twelve scattered starts, the relation between σ and the derivative of the minimum Gibbs energy, and the etching of an added substrate. For the model semiconductor at 1300 K and 1 bar, an MCl4 inlet fraction of 0.01 deposits 39.8 % of the supplied M, while a fraction of 0.20 deposits none. Deposition is found between inlet fractions of about 9.40×10⁻⁷ and 0.0644. The species energies are round model parameters, and kinetics, transport and non-ideality are left out.

## Numerical check

```python
"""Gas-solid equilibrium by damped Newton iteration in logarithmic amounts.

Result under test: for an ideal gas and one pure solid, the Newton direction in
x_i = ln(n_i) solves the Gibbs minimum, and the sign of
sigma = g_solid - c.pi in the gas-only equilibrium decides solid presence.
n_i: gas amounts, s: solid amount, pi: element potentials / RT,
g: standard Gibbs energies / RT, A: atoms per gas species, c: atoms per solid
unit, b: supplied atoms. Elements are ordered M, H, Cl. Basis: 1 mol inlet gas.
The formation energies are round parameters of a model semiconductor M.
"""
import numpy as np
from scipy.constants import R
from scipy.optimize import brentq

T = 1300.0
PRESSURE = 1.0       # bar; the standard pressure is also 1 bar
LOG_P = np.log(PRESSURE)
SPECIES = [
    ("H2", (0, 2, 0), 0.0), ("HCl", (0, 1, 1), -100.0),
    ("H", (0, 1, 0), 140.0), ("Cl", (0, 0, 1), 50.0),
    ("Cl2", (0, 0, 2), 0.0), ("M", (1, 0, 0), 250.0),
    ("MH4", (1, 4, 0), 150.0), ("MH2Cl2", (1, 2, 2), -200.0),
    ("MHCl3", (1, 1, 3), -360.0), ("MCl4", (1, 0, 4), -490.0),
    ("MCl2", (1, 0, 2), -210.0)]
names = [item[0] for item in SPECIES]
A = np.array([item[1] for item in SPECIES], dtype=float)
energy_kj = np.array([item[2] for item in SPECIES])
g = energy_kj * 1000 / (R * T)
c = np.array([1.0, 0.0, 0.0])
g_solid = 0.0


def feed(y):
    """Atoms in y mol MCl4 and 1-y mol H2."""
    return np.array([y, 2 * (1 - y), 4 * y])


def potentials(x):
    return g + LOG_P + x - np.log(np.exp(x).sum())


def residual(x, pi, s, b, solid):
    parts = [potentials(x) - A @ pi,
             (A.T @ np.exp(x) + c * s - b) / b]
    if solid:
        parts.append(np.array([c @ pi - g_solid]))
    return np.concatenate(parts)


def reduced_matrix(n, solid):
    size = 5 if solid else 4
    K = np.zeros((size, size))
    K[:3, :3] = A.T @ (n[:, None] * A)
    K[:3, 3] = K[3, :3] = A.T @ n
    if solid:
        K[:3, 4] = K[4, :3] = c
    return K


def direction(x, pi, s, b, solid):
    n = np.exp(x)
    r = potentials(x) - A @ pi
    balance = A.T @ n + c * s - b
    rhs = np.concatenate([-balance + A.T @ (n * r), [n @ r]])
    if solid:
        rhs = np.append(rhs, g_solid - c @ pi)
    K = reduced_matrix(n, solid)
    scale = np.ones(len(rhs))
    scale[:3] = 1 / np.sqrt(np.diag(K)[:3])
    z = scale * np.linalg.solve(scale[:, None] * K * scale, scale * rhs)
    dx = z[3] + A @ z[:3] - r
    return dx, z[:3], (z[4] if solid else 0.0)


def initial_state(b):
    limits = np.where(A > 0, b / np.maximum(A, 1), np.inf)
    x = np.log(limits.min(axis=1) / len(g))
    pi = np.linalg.lstsq(A, potentials(x), rcond=None)[0]
    return x, pi, 0.0


def solve_newton(b, solid, shift=None):
    x, pi, s = initial_state(b)
    if shift is not None:
        x = x + shift
        pi = np.linalg.lstsq(A, potentials(x), rcond=None)[0]
    states, norms, steps = [x.copy()], [], []
    for _ in range(600):
        F = residual(x, pi, s, b, solid)
        norms.append(np.max(np.abs(F)))
        if norms[-1] < 1e-11:
            return dict(x=x, n=np.exp(x), pi=pi, s=s, states=states,
                        norms=norms, steps=steps)
        dx, dpi, ds = direction(x, pi, s, b, solid)
        log_total = np.log(np.exp(x).sum())
        allowed = np.maximum(2.0, np.log(1e-4) + log_total - x)
        step = min(1.0, np.min(allowed / np.maximum(np.abs(dx), 1e-30)))
        theta = F @ F / 2
        while True:
            trial = (x + step * dx, pi + step * dpi, s + step * ds)
            F_new = residual(*trial, b, solid)
            if F_new @ F_new / 2 <= (1 - 2e-4 * step) * theta:
                break
            step /= 2
            assert step > 1e-14, "line search failed"
        x, pi, s = trial
        states.append(x.copy())
        steps.append(step)
    raise AssertionError("Newton iteration did not converge")


def equilibrium(b):
    gas = solve_newton(b, False)
    sigma = g_solid - c @ gas["pi"]
    if sigma >= 0:
        return gas, sigma
    result = solve_newton(b, True)
    assert result["s"] > 0
    return result, sigma


def mass_action(b, log_activity=0.0):
    """Gas amounts at a given M activity from nested scalar equations."""
    def pressures(log_h, log_cl):
        return np.exp(-g + A @ np.array([log_activity, log_h, log_cl]))

    def pressure_error(log_h, log_cl):
        return np.log(pressures(log_h, log_cl).sum()) - LOG_P

    def hydrogen(log_cl):
        return brentq(pressure_error, -60, 3, args=(log_cl,), xtol=1e-13)

    def ratio_error(log_cl):
        p = pressures(hydrogen(log_cl), log_cl)
        return np.log((A[:, 2] @ p) / (A[:, 1] @ p)) - np.log(b[2] / b[1])

    top = brentq(lambda q: pressure_error(-60, q), -60, 3, xtol=1e-13)
    log_cl = brentq(ratio_error, -40, top - 1e-9, xtol=1e-13)
    p = pressures(hydrogen(log_cl), log_cl)
    return p * b[1] / (A[:, 1] @ p)


# Two worked feeds, compared with the scalar mass-action solutions.
y_dep, y_etch = 0.01, 0.20
b_dep, b_etch = feed(y_dep), feed(y_etch)
dep, sigma_dep = equilibrium(b_dep)
etch, sigma_etch = equilibrium(b_etch)
assert sigma_dep < 0 and sigma_etch > 0
n_ref = mass_action(b_dep)
assert np.allclose(dep["n"], n_ref, rtol=1e-7, atol=0)
assert abs(dep["s"] - (b_dep[0] - A[:, 0] @ n_ref)) < 1e-9
for b_case, sigma_case in ((b_dep, sigma_dep), (b_etch, sigma_etch)):
    log_act = brentq(lambda q: np.log(A[:, 0] @ mass_action(b_case, q)
                                      / b_case[0]), -10, 12, xtol=1e-11)
    assert abs(log_act + sigma_case) < 1e-7
    gas_case = solve_newton(b_case, False)
    assert np.allclose(gas_case["n"], mass_action(b_case, log_act),
                       rtol=1e-6, atol=0)

# Eliminated logarithmic direction against a numerical Jacobian in amounts.
x0, pi0, s0 = initial_state(b_dep)
dx0, dpi0, ds0 = direction(x0, pi0, s0, b_dep, True)
z0 = np.concatenate([np.exp(x0), pi0, [s0]])
count = len(g)


def residual_in_amounts(z):
    return residual(np.log(z[:count]), z[count:count + 3], z[-1], b_dep, True)


increments = np.concatenate([1e-5 * z0[:count], np.full(4, 1e-4)])
jacobian = np.zeros((len(z0), len(z0)))
for k, h in enumerate(increments):
    change = np.zeros(len(z0))
    change[k] = h
    jacobian[:, k] = (residual_in_amounts(z0 + change)
                      - residual_in_amounts(z0 - change)) / (2 * h)
dz = np.linalg.solve(jacobian, -residual_in_amounts(z0))
assert np.max(np.abs(dz[:count] / z0[:count] - dx0)) < 1e-5 * np.max(np.abs(dx0))
linear_update = z0[:count] * (1 + dx0)
negative_count = int(np.sum(linear_update < 0))
assert negative_count > 0

# Slope of the squared residual along the Newton direction.
def merit(t):
    F = residual(x0 + t * dx0, pi0 + t * dpi0, s0 + t * ds0, b_dep, True)
    return F @ F / 2


t_small = 1e-5 / np.max(np.abs(dx0))
slope = (merit(t_small) - merit(-t_small)) / (2 * t_small)
slope_ratio = slope / merit(0)
assert abs(slope_ratio + 2) < 1e-4

# Nonsingularity: the saddle matrix has the predicted eigenvalue signs.
rng = np.random.default_rng(4)
for _ in range(40):
    random_n = np.exp(rng.uniform(-3, 3, count))
    for solid, negatives in ((False, 1), (True, 2)):
        eig = np.linalg.eigvalsh(reduced_matrix(random_n, solid))
        assert np.sum(eig < 0) == negatives and np.min(np.abs(eig)) > 1e-10

# Local order: one full step from displacements of the same shape.
def error_after_step(displacement):
    dx = direction(dep["x"] + displacement, dep["pi"], dep["s"], b_dep, True)[0]
    return np.max(np.abs(displacement + dx))


shape_rng = np.random.default_rng(7)
shape = shape_rng.uniform(-1, 1, count)
shape /= np.max(np.abs(shape))
large_size, small_size = 1e-3, 1e-4
error_large = error_after_step(large_size * shape)
error_small = error_after_step(small_size * shape)
order = np.log(error_large / error_small) / np.log(large_size / small_size)
assert abs(order - 2) < 0.05

# The actual run must obey the quadratic bound sampled over many directions.
coefficient = max(
    error_after_step(large_size * shape_rng.integers(-1, 2, count))
    for _ in range(3000)) / large_size**2
run_errors = [np.max(np.abs(x - dep["x"])) for x in dep["states"]]
close_pairs = [(e, e_next) for e, e_next in zip(run_errors, run_errors[1:])
               if e < 0.03]
assert close_pairs
for e, e_next in close_pairs:
    assert e_next < 3 * coefficient * e**2 + 1e-9

# Independence from scattered starts.
start_iterations = []
for _ in range(12):
    run = solve_newton(b_dep, True, rng.uniform(-3, 3, count))
    assert np.max(np.abs(run["x"] - dep["x"])) < 1e-7
    start_iterations.append(len(run["steps"]))

# Envelope derivative and monotonic driving force at fixed solid amount.
def fixed_solid(s):
    gas = solve_newton(b_dep - s * c, False)
    gibbs = gas["n"] @ potentials(gas["x"]) + s * g_solid
    return gibbs, g_solid - c @ gas["pi"]


envelope = []
for fraction in (0.0, 0.25, 0.5, 0.75, 1.0):
    s_value = fraction * dep["s"]
    gibbs, sigma = fixed_solid(s_value)
    h = 1e-5
    derivative = (fixed_solid(s_value + h)[0]
                  - fixed_solid(s_value - h)[0]) / (2 * h)
    assert abs(derivative - sigma) < 1e-4
    envelope.append((s_value, gibbs, sigma))
assert np.all(np.diff([row[2] for row in envelope]) > 0)
assert abs(envelope[-1][2]) < 1e-7

# A negative unconstrained solid amount predicts etching of a real substrate.
forced = solve_newton(b_etch, True)
substrate = 0.10
with_substrate, _ = equilibrium(b_etch + substrate * c)
etched = substrate - with_substrate["s"]
assert forced["s"] < 0 and abs(etched + forced["s"]) < 1e-8

# Phase decision over the feed range and its two boundaries.
scan = []
for y in (5e-7, 1e-5, 1e-3, 0.01, 0.03, 0.10, 0.30, 0.60):
    b = feed(y)
    sigma = g_solid - c @ solve_newton(b, False)["pi"]
    s_reference = b[0] - A[:, 0] @ mass_action(b)
    s_newton = solve_newton(b, True)["s"]
    assert abs(s_newton - s_reference) < 1e-7 * b[0]
    assert (sigma < 0) == (s_reference > 0)
    scan.append((y, sigma, s_newton))


def sigma_at(log_y):
    return g_solid - c @ solve_newton(feed(np.exp(log_y)), False)["pi"]


def relative_solid_at(log_y):
    b = feed(np.exp(log_y))
    return 1 - A[:, 0] @ mass_action(b) / b[0]


boundaries = []
for low, high in ((1e-8, 1e-4), (1e-3, 0.9)):
    bracket = np.log([low, high])
    newton_root = np.exp(brentq(sigma_at, *bracket, xtol=1e-11))
    action_root = np.exp(brentq(relative_solid_at, *bracket, xtol=1e-11))
    assert abs(newton_root / action_root - 1) < 1e-7
    boundaries.append(newton_root)
hydride_estimate = np.exp(-g[names.index("MH4")]) * PRESSURE
assert abs(boundaries[0] / hydride_estimate - 1) < 0.01

print(f"temperature = {T:.0f} K; pressure = {PRESSURE:.1f} bar")
print(f"RT = {R*T/1000:.4f} kJ/mol; basis = 1 mol inlet gas")
print(f"feeds: MCl4 fraction = {y_dep:.2f} and {y_etch:.2f}")
print("species: G0 in kJ/mol; equilibrium amounts in mol for the two feeds")
for name, energy, n1, n2 in zip(names, energy_kj, dep["n"], etch["n"]):
    print(f"{name}: {energy:.0f}; {n1:.4e}; {n2:.4e}")
print(f"gas-only sigma/RT: {sigma_dep:.5f} and {sigma_etch:.5f}")
print(f"gas-only sigma: {sigma_dep*R*T/1000:.3f} and "
      f"{sigma_etch*R*T/1000:.3f} kJ/mol")
print(f"solid amount: {dep['s']:.6e} and {etch['s']:.1f} mol")
print(f"deposited share of M, first feed = {100*dep['s']/b_dep[0]:.3f} %")
print(f"first direction: min, max dx = {dx0.min():.3f}, {dx0.max():.3f}")
print(f"full linear update: {negative_count} negative amounts; "
      f"minimum = {linear_update.min():.4e} mol")
print(f"first accepted step factor = {dep['steps'][0]:.5f}")
print(f"initial merit slope / merit = {slope_ratio:.6f}")
print(f"iterations with solid = {len(dep['steps'])}; "
      f"damped = {sum(step < 1 for step in dep['steps'])}")
print("last residual maxima = " + ", ".join(f"{v:.2e}" for v in dep["norms"][-5:]))
print("errors in x before the last 5 steps = "
      + ", ".join(f"{v:.2e}" for v in run_errors[-6:-1]))
print("last 5 step factors = " + ", ".join(f"{v:.3f}" for v in dep["steps"][-5:]))
print(f"displacements {large_size:.0e}, {small_size:.0e}: errors after one step "
      f"= {error_large:.3e}, {error_small:.3e}")
print(f"local convergence order = {order:.4f}")
print(f"largest sampled quadratic coefficient = {coefficient:.3f}")
print(f"12 scattered starts: {min(start_iterations)} to "
      f"{max(start_iterations)} iterations")
print("fixed solid amount in mol; minimum G/RT in mol; sigma/RT")
for s_value, gibbs, sigma in envelope:
    print(f"{s_value:.6e}; {gibbs:.7f}; {sigma + 0.0:.5f}")
print(f"second feed, unconstrained solid = {forced['s']:.6e} mol")
print(f"substrate = {substrate:.2f} mol; etched = {etched:.6e} mol")
print("MCl4 fraction; gas-only sigma/RT; unconstrained solid in mol")
for y, sigma, s_value in scan:
    print(f"{y:.1e}; {sigma:.5f}; {s_value:.5e}")
print(f"lower deposition boundary, MCl4 fraction = {boundaries[0]:.6e}")
print(f"hydride-only estimate of lower boundary = {hydride_estimate:.6e}")
print(f"upper deposition boundary, MCl4 fraction = {boundaries[1]:.6f}")
print("checks complete")
```

Printed output:

```
temperature = 1300 K; pressure = 1.0 bar
RT = 10.8088 kJ/mol; basis = 1 mol inlet gas
feeds: MCl4 fraction = 0.01 and 0.20
species: G0 in kJ/mol; equilibrium amounts in mol for the two feeds
H2: 0; 9.7664e-01; 7.2234e-01
HCl: -100; 2.2650e-02; 8.5268e-02
H: 140; 2.3489e-06; 2.0224e-06
Cl: 50; 2.1597e-08; 9.4646e-08
Cl2: 0; 4.8357e-12; 9.2659e-11
M: 250; 9.0651e-11; 2.7227e-11
MH4: 150; 8.9169e-07; 1.4584e-07
MH2Cl2: -200; 5.1031e-04; 2.1623e-03
MHCl3: -360; 3.0476e-03; 6.5727e-02
MCl4: -490; 1.1342e-03; 1.2450e-01
MCl2: -210; 1.3250e-03; 7.6079e-03
gas-only sigma/RT: -1.93107 and 1.20508
gas-only sigma: -20.873 and 13.026 kJ/mol
solid amount: 3.982088e-03 and 0.0 mol
deposited share of M, first feed = 39.821 %
first direction: min, max dx = -16.898, 16.662
full linear update: 4 negative amounts; minimum = -8.4855e-01 mol
first accepted step factor = 0.11836
initial merit slope / merit = -2.000000
iterations with solid = 10; damped = 7
last residual maxima = 3.94e+00, 8.97e-01, 2.21e-03, 1.72e-06, 1.89e-12
errors in x before the last 5 steps = 7.68e+00, 4.36e+00, 1.01e+00, 3.18e-03, 3.38e-06
last 5 step factors = 0.437, 0.772, 1.000, 1.000, 1.000
displacements 1e-03, 1e-04: errors after one step = 4.589e-07, 4.585e-09
local convergence order = 2.0004
largest sampled quadratic coefficient = 1.057
12 scattered starts: 10 to 14 iterations
fixed solid amount in mol; minimum G/RT in mol; sigma/RT
0.000000e+00; -0.5460074; -1.93107
9.955221e-04; -0.5476872; -1.44500
1.991044e-03; -0.5488863; -0.96448
2.986566e-03; -0.5496078; -0.48478
3.982088e-03; -0.5498498; 0.00000
second feed, unconstrained solid = -1.391757e-02 mol
substrate = 0.10 mol; etched = 1.391757e-02 mol
MCl4 fraction; gas-only sigma/RT; unconstrained solid in mol
5.0e-07; 0.63118; -4.39913e-07
1.0e-05; -2.35870; 9.05451e-06
1.0e-03; -4.08060; 9.31213e-04
1.0e-02; -1.93107; 3.98209e-03
3.0e-02; -0.79917; 3.36018e-03
1.0e-01; 0.46475; -3.81437e-03
3.0e-01; 1.64719; -2.25620e-02
6.0e-01; 2.45530; -3.86914e-02
lower deposition boundary, MCl4 fraction = 9.399460e-07
hydride-only estimate of lower boundary = 9.398182e-07
upper deposition boundary, MCl4 fraction = 0.064390
checks complete
```
